\section*{The Debye–Hückel Limiting Law and the Solubility of Hydroxides}

In a dilute electrolyte at ionic strength $I$, the mutual attraction of unlike ions lowers the activity coefficient of an ion of charge number $z_i$ according to
\begin{equation}
\log_{10}\gamma_i=-A z_i^2\sqrt I ,\qquad I=\frac12\sum_j c_jz_j^2 ,
\label{law}
\end{equation}
where $A$ depends on the solvent and the temperature. For a hydroxide that dissolves as $\mathrm{M(OH)}_z(\mathrm s)\rightleftharpoons \mathrm M^{z+}+z\,\mathrm{OH}^-$ with thermodynamic constant $K$, the product of concentrations at saturation, $K_c=c_{\rm M}c_{\rm OH}^z$, is therefore raised:
\begin{equation}
\log_{10}K_c=\log_{10}K+A\,z(z+1)\sqrt I .
\label{kc}
\end{equation}
At a fixed concentration of dissolved metal, the boundary between $\mathrm M^{z+}$ and solid hydroxide moves to higher pH by $zA\sqrt I$. Both statements are leading-order results for small $I$ within a mean-field model. Concentrations inside logarithms are divided by the standard value of 1 mol/L.

The solvent is treated as a continuum of permittivity $\varepsilon$ at temperature $T$. Choose one ion, of charge $z_ie$, and put the origin at its centre. Let $\psi(r)$ be the mean electrostatic potential around it, and $n_j$ the number density of species $j$ far away. The mean-field assumption is that an ion of species $j$ at distance $r$ has the energy $z_je\psi(r)$, so that its local density is $n_j\exp(-z_je\psi/kT)$. Correlations among the surrounding ions beyond this mean potential are ignored. With
\begin{equation}
\phi=\frac{e\psi}{kT},\qquad l_B=\frac{e^2}{4\pi\varepsilon kT},
\end{equation}
Poisson's equation $\nabla^2\psi=-\rho/\varepsilon$ becomes
\begin{equation}
\nabla^2\phi=-4\pi l_B\sum_j n_jz_j e^{-z_j\phi}.
\label{pb}
\end{equation}
The Bjerrum length $l_B$ is the distance at which two elementary charges in the solvent have interaction energy $kT$.

Where $|z_j\phi|$ is small, the exponential may be expanded:
\begin{equation}
\sum_jn_jz_je^{-z_j\phi}=\sum_jn_jz_j-\phi\sum_jn_jz_j^2+\frac{\phi^2}{2}\sum_jn_jz_j^3-\cdots
\end{equation}
The first sum vanishes because the solution is neutral. Keeping the linear term gives
\begin{equation}
\nabla^2\phi=\kappa^2\phi,\qquad \kappa^2=4\pi l_B\sum_jn_jz_j^2 .
\label{lin}
\end{equation}
The two minus signs have cancelled, so the potential is screened rather than oscillatory. The length $1/\kappa$ is the Debye length.

Let $a$ be the closest distance to which the centres of other ions can approach, and let the permittivity be $\varepsilon$ inside this distance too. For $r>a$, spherical symmetry and the substitution $u=r\phi$ turn (\ref{lin}) into $u''=\kappa^2u$. The growing exponential is excluded because $\phi$ must vanish at infinity, leaving $\phi=Ce^{-\kappa r}/r$. The sphere $r<a$ contains only the charge of the central ion, so Gauss's law fixes the slope at its surface:
\begin{equation}
\phi'(a)=-\frac{C e^{-\kappa a}(1+\kappa a)}{a^2}=-\frac{z_il_B}{a^2}.
\end{equation}
Solving for $C$,
\begin{equation}
\phi(r)=\frac{z_il_B}{1+\kappa a}\,\frac{e^{-\kappa(r-a)}}{r}\qquad(r>a).
\label{phi}
\end{equation}

The charge density of the cloud, in units of $e$, is $-\kappa^2\phi/(4\pi l_B)$. Its total is
\begin{align}
-\frac{\kappa^2}{4\pi l_B}\int_a^\infty\phi\,4\pi r^2\,dr
&=-\frac{z_i\kappa^2e^{\kappa a}}{1+\kappa a}\int_a^\infty re^{-\kappa r}\,dr\nonumber\\
&=-\frac{z_i\kappa^2e^{\kappa a}}{1+\kappa a}\,\frac{(1+\kappa a)e^{-\kappa a}}{\kappa^2}=-z_i ,
\end{align}
as neutrality demands. To find the potential this cloud produces at the ion, subtract the ion's own Coulomb potential from (\ref{phi}) at $r=a$:
\begin{equation}
\phi_{\rm cloud}=\frac{z_il_B}{a(1+\kappa a)}-\frac{z_il_B}{a}
=-\frac{z_il_B\kappa}{1+\kappa a}.
\label{cloud}
\end{equation}
A spherical cloud lying outside $r=a$ gives a constant potential inside, so this is also its value at the ion's centre. It equals the potential of a charge $-z_ie$ spread over a shell of radius $a+1/\kappa$.

The activity coefficient follows from the reversible work of charging the ion. Let its charge grow as $\lambda z_ie$, with $\lambda$ running from 0 to 1. One ion in a large solution does not alter $\kappa$, while the cloud potential grows in proportion to $\lambda$. The work against the cloud is
\begin{equation}
\ln\gamma_i=\int_0^1 z_i\left(-\frac{\lambda z_il_B\kappa}{1+\kappa a}\right)d\lambda
=-\frac{z_i^2l_B\kappa}{2(1+\kappa a)} .
\label{finite}
\end{equation}
The factor $\tfrac12$ arises because the cloud is built up together with the charge. The work of charging the ion in pure solvent is absent: it does not depend on the other ions and belongs to the standard chemical potential, whose reference is infinite dilution. The work of making room for the uncharged ion among the others is also omitted; it is of first order in concentration, hence smaller than the term of order $\sqrt I$ at high dilution.

For $\kappa a\ll1$ the size drops out and $\ln\gamma_i=-z_i^2l_B\kappa/2$. With concentrations in mol/L and lengths in metres, $n_j=1000N_{\rm A}c_j$, so that $\sum_jn_jz_j^2=2000N_{\rm A}I$ and $\kappa=\sqrt{8000\pi l_BN_{\rm A}I}$. Division by $\ln10$ gives (\ref{law}) with
\begin{equation}
A=\frac{l_B\,\kappa(I=1)}{2\ln10}=\frac{l_B^{3/2}\sqrt{2000\pi N_{\rm A}}}{\ln 10}.
\end{equation}
Since $l_B\propto1/(\varepsilon T)$, the coefficient varies as $(\varepsilon T)^{-3/2}$: a solvent of lower permittivity makes the effect stronger.

A second charging route checks that the single-ion result is thermodynamically consistent. Take point ions and raise all charges together as $\xi z_je$. Now the screening changes as well, $\kappa(\xi)=\xi\kappa$, and the cloud potential at an ion of species $j$ is $-(\xi z_j)l_B(\xi\kappa)$. The electrostatic free energy per volume is
\begin{align}
\frac{F_{\rm el}}{VkT}&=\int_0^1\sum_jn_jz_j\left(-\xi^2z_jl_B\kappa\right)d\xi
=-\frac{l_B\kappa}{3}\sum_jn_jz_j^2\nonumber\\
&=-\frac{l_B\kappa}{3}\,\frac{\kappa^2}{4\pi l_B}=-\frac{\kappa^3}{12\pi}.
\label{free}
\end{align}
Differentiating $\kappa^2$ in (\ref{lin}) gives $\partial\kappa/\partial n_i=2\pi l_Bz_i^2/\kappa$. At fixed volume and temperature,
\begin{equation}
\ln\gamma_i=\frac{\partial}{\partial n_i}\left(-\frac{\kappa^3}{12\pi}\right)
=-\frac{\kappa^2}{4\pi}\,\frac{2\pi l_Bz_i^2}{\kappa}=-\frac{z_i^2l_B\kappa}{2}.
\end{equation}
The factors $\tfrac13$ and $\tfrac12$ belong to different charging processes, and the chemical potentials agree.

The linearisation needs a closer look, because it fails near the ion. Take a solvent of relative permittivity 78 at 298.15 K, roughly that of water, and $a=0.40$ nm. Then $l_B=0.7185$ nm, and the bare potential of a divalent ion at closest approach is $2l_B/a=3.59$, which is not small. At one Debye length, by contrast, the potential of a point ion is $z_il_B\kappa e^{-1}$, which tends to zero on dilution. The cloud charge of a point ion between $r$ and $r+dr$ is proportional to $re^{-\kappa r}$, which peaks at $r=1/\kappa$. On dilution the cloud moves out to where the expansion is sound.

The remaining error can be estimated for a 1:1 salt, for which (\ref{pb}) reads $\nabla^2\phi=\kappa^2\sinh\phi$. The linear equation misses a screening charge proportional to $\kappa^2(\sinh\phi-\phi)$. Its contribution to the cloud potential has the size
\begin{equation}
\kappa^2\int_a^\infty(\sinh\phi-\phi)\,r\,dr .
\end{equation}
Close to the ion $\phi\approx z_il_B/r$, independent of $\kappa$. At larger $r$ the integrand falls as $r^{-2}$, so the integral tends to a constant. The correction is thus of order $\kappa^2$, against the leading cloud potential of order $\kappa$, and the relative error vanishes in proportion to $\kappa$. Because $\sinh\phi>\phi$ for positive $\phi$, the extra charge strengthens the screening and makes $\ln\gamma_i$ more negative, whereas the finite size in (\ref{finite}) makes it less negative. Both the order and the sign of this correction are specific to a symmetric salt. In an unsymmetric electrolyte such as $\mathrm{M(OH)}_2$ alone, $\sum_jn_jz_j^3\neq0$ and the $\phi^2$ term survives. Its integrand falls only as $r^{-1}$ out to the Debye length, so the relative error is of order $\kappa\ln\kappa$. It still vanishes on dilution, but more slowly, and at high dilution it makes $\ln\gamma$ less negative for the divalent cation and more negative for the anion.

Numerical solution of the nonlinear equation for a divalent ion in a 1:1 salt shows both effects. The ratio of the nonlinear $\ln\gamma$ to the linear result (\ref{finite}) is 1.058, 1.014 and 1.002 at $I=10^{-2}$, $10^{-4}$ and $10^{-6}$ mol/L. The ratio to the limiting law is 0.935, 1.001 and 1.000. The close agreement at $10^{-4}$ mol/L owes much to cancellation: nonlinear screening adds 1.4 per cent to the magnitude, and finite size removes nearly as much. These comparisons test the linearisation; they do not test the mean-field assumption, which both equations share.

The solubility equilibrium can now be treated. The solid is pure and has unit activity. The activity of water is also set to one, since its departure from one is of first order in solute concentration. Hydroxo complexes such as $\mathrm{MOH}^+$ and ion pairs are left out. Equilibrium requires
\begin{equation}
K=a_{\rm M}a_{\rm OH}^z=c_{\rm M}c_{\rm OH}^z\,\gamma_{\rm M}\gamma_{\rm OH}^z .
\end{equation}
Taking logarithms and inserting (\ref{law}) for each ion,
\begin{align}
\log_{10}K_c&=\log_{10}K-\log_{10}\gamma_{\rm M}-z\log_{10}\gamma_{\rm OH}\nonumber\\
&=\log_{10}K+Az^2\sqrt I+zA\sqrt I ,
\end{align}
which is (\ref{kc}). The constant $K$ has not changed. The ionic clouds lower the free energy of the dissolved ions but not that of the solid, so more ions must dissolve before the chemical potentials balance. The metal ion supplies $z^2$ of the total $z^2+z$, and the $z$ hydroxide ions supply the rest.

Suppose the hydroxide dissolves in water containing an inert 1:1 salt of concentration $c_{\rm salt}$. If $s$ is the solubility, then $c_{\rm M}=s$ and $c_{\rm OH}=zs$, provided hydroxide from the dissociation of water is negligible. Hence $K_c=z^zs^{z+1}$, and
\begin{equation}
s=\left(\frac{K}{z^z}\right)^{1/(z+1)}10^{\,zA\sqrt I}.
\label{sol}
\end{equation}
For a divalent metal, $s=(K/4)^{1/3}10^{2A\sqrt I}$. The dissolved hydroxide contributes $\frac12(4s+2s)=3s$ to the ionic strength, so $I=c_{\rm salt}+3s$ and (\ref{sol}) must be solved self-consistently.

Take a model hydroxide with $z=2$ and $K=10^{-11}$ in the solvent above, for which $A=0.5145\ (\mathrm{mol/L})^{-1/2}$. Without activity corrections,
\begin{equation}
s_0=\left(\frac{10^{-11}}{4}\right)^{1/3}=1.357\times10^{-4}\ \mathrm{mol/L}.
\end{equation}
With no added salt, the self-consistent ionic strength is $4.276\times10^{-4}$ mol/L. The exponent is $2(0.5145)\sqrt{4.276\times10^{-4}}=0.0213$, and $s/s_0=10^{0.0213}=1.050$. The hydroxide's own ions already raise its solubility by 5 per cent above the ideal value.

With 0.010 mol/L added salt, $I=0.01052$ mol/L. The exponent becomes $2(0.5145)\sqrt{0.01052}=0.1055$, so that $s/s_0=1.275$ and $s=1.73\times10^{-4}$ mol/L. Relative to the salt-free solution, the increase is $1.731/1.425=1.21$, or 21 per cent. This is salting-in by an electrolyte that shares no ion with the solid. Replacing the limiting law by (\ref{finite}) lowers $s/s_0$ to 1.24. At 0.001 mol/L added salt the two formulas give 1.094 and 1.090. The limiting law is therefore a fair estimate at the lower salt concentration, while at the higher one the correction for ionic size is visible in the second decimal of the ratio.

Direct minimisation of the total free energy, made of the ideal mixing terms, the standard free energy of dissolution and the charging energy (\ref{free}), reproduces the limiting-law solubilities to within one part in $10^5$. This tests the equilibrium algebra and the self-consistent ionic strength, with the same electrostatic model on both sides.

A soluble base behaves differently, because it supplies a common ion. If it fixes $c_{\rm OH}=0.010$ mol/L, the metal concentration is $K_c/c_{\rm OH}^2$. With $I$ close to 0.010 mol/L, the shift of $\log_{10}K_c$ is $6(0.5145)(0.100)=0.309$, a factor of 2.04. The dissolved metal is then $2.04\times10^{-11}/10^{-4}=2.0\times10^{-7}$ mol/L, instead of the ideal $1.0\times10^{-7}$ mol/L. Mass action suppresses the solubility by orders of magnitude; in the limiting law, the activity correction doubles the small amount that remains. With the finite-size formula (\ref{finite}) the factor is 1.87.

In a Pourbaix diagram, the equilibrium between $\mathrm M^{z+}$ and $\mathrm{M(OH)}_z$ is a vertical line, because no electrons are exchanged. Its position follows from $a_{\rm OH}^z=K/(c_{\rm M}\gamma_{\rm M})$. With $\mathrm{pH}=-\log_{10}a_{\rm H}$ and $a_{\rm H}a_{\rm OH}=K_w$,
\begin{align}
\mathrm{pH}&=\mathrm pK_w+\log_{10}a_{\rm OH}\nonumber\\
&=\mathrm pK_w+\frac1z\left(\log_{10}K-\log_{10}c_{\rm M}\right)+zA\sqrt I .
\label{ph}
\end{align}
The last term is $-(1/z)\log_{10}\gamma_{\rm M}$: the square of the metal charge has been divided by the number of hydroxide ions. A larger hydroxide activity is needed to precipitate an ion that its cloud has stabilised.

The size of the shift depends on the quantity used to describe acidity. Since $c_{\rm OH}=a_{\rm OH}/\gamma_{\rm OH}$, the logarithm of the hydroxide concentration rises by $zA\sqrt I+A\sqrt I=(z+1)A\sqrt I$. For the hydrogen-ion concentration, $-\log_{10}c_{\rm H}=\mathrm{pH}+\log_{10}\gamma_{\rm H}$, which rises by only $(z-1)A\sqrt I$. These differences also bear on what can be measured. The activity coefficient of a single ion is a quantity of the model, whereas neutral combinations are thermodynamically measurable. The shift of $K_c$ contains $\gamma_{\rm M}\gamma_{\rm OH}^z$, and the boundary in terms of $c_{\rm H}$ contains $\gamma_{\rm M}/\gamma_{\rm H}^z$; both have zero net charge. The shift in activity pH contains $\gamma_{\rm M}$ alone and thus rests on the convention by which single-ion activities are assigned.

For $10^{-4}$ mol/L of the dissolved divalent metal and $\mathrm pK_w=14$, the ideal boundary is at
\begin{equation}
\mathrm{pH}=14+\tfrac12(-11+4)=10.50 .
\end{equation}
At a total ionic strength of 0.010 mol/L, which includes the metal, the hydroxide and the ions that balance them, the shift is $2(0.5145)(0.100)=0.103$, and the boundary lies at pH 10.60. The hydroxide concentration there rises from $3.16\times10^{-4}$ to $4.51\times10^{-4}$ mol/L, by 43 per cent, while $-\log_{10}c_{\rm H}$ rises by 0.051. At $I=0.001$ mol/L the pH shift is 0.033. The finite-size formula gives 0.091 and 0.031 for the two pH shifts. A numerical search for the point where the free energy of dissolution vanishes confirms the limiting-law shifts for divalent and trivalent metals to within $10^{-4}$ in pH.

The neighbouring lines of the diagram show where the shift leads. For $\mathrm M^{z+}+z\,e^-\rightleftharpoons\mathrm M(\mathrm s)$, the Nernst equation contains $(RT/zF)\ln(c_{\rm M}\gamma_{\rm M})$, so at fixed $c_{\rm M}$ the potential changes by
\begin{equation}
\Delta E=\frac{RT\ln10}{zF}\left(-Az^2\sqrt I\right)=-\frac{RT\ln10}{F}\,zA\sqrt I .
\end{equation}
The line between hydroxide and metal, $\mathrm{M(OH)}_z+z\,\mathrm H^++z\,e^-\rightleftharpoons\mathrm M+z\,\mathrm H_2\mathrm O$, involves no dissolved metal and stays in place at given pH. Its slope is $-RT\ln10/F$ per pH unit, which is the ratio of $\Delta E$ to the pH shift $zA\sqrt I$. The point where the three lines meet therefore slides along the hydroxide–metal line, and the field of the dissolved ion grows at the expense of both solids.

These shifts are small for a dilute solution, but they grow with ionic charge. So does the difference in $\ln\gamma$ between the limiting law and the finite-size formula (\ref{finite}), which is proportional to $z_i^2$ at given $I$ and $a$. For a divalent ion at $I=0.010$ mol/L the limiting law gives $\gamma=0.623$, against 0.658 from the finite-size formula; in a 1:1 salt, nonlinear screening offsets part of this difference, as the ratios above show. In more concentrated solutions, short-range forces, ion pairing and the changing activity of water enter as well, and (\ref{law}) should not be extrapolated there. Hydroxo complexes can matter even at low ionic strength: they add dissolved metal that $K_c$ does not count, and their own equilibria must then be solved together with that of the solid. The numerical output lists the values at each ionic strength.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 298.15 K
Relative permittivity: 78.0 (dimensionless)
Closest approach a: 0.40 nm
Solubility product K: 1.0e-11 (dimensionless)
pKw: 14.0 (dimensionless)
Bjerrum length: 0.7185 nm
Limiting-law A: 0.5145 (mol/L)^(-1/2)
Bare e*psi/kT at a, divalent ion: 3.593
I = 0.001 mol/L: Debye length 9.589 nm, kappa*a 0.0417
  |z|=1: log10 gamma -0.0163, gamma 0.9632; finite-size gamma 0.9647
  |z|=2: log10 gamma -0.0651, gamma 0.8608; finite-size gamma 0.8660
I = 0.010 mol/L: Debye length 3.032 nm, kappa*a 0.1319
  |z|=1: log10 gamma -0.0515, gamma 0.8883; finite-size gamma 0.9006
  |z|=2: log10 gamma -0.2058, gamma 0.6226; finite-size gamma 0.6579
Nonlinear cloud, divalent ion in 1:1 salt, ratios of ln gamma:
  I=1e-02 mol/L: to finite-size linear 1.05806, to limiting law 0.93475
  I=1e-04 mol/L: to finite-size linear 1.01390, to limiting law 1.00070
  I=1e-06 mol/L: to finite-size linear 1.00161, to limiting law 1.00029
Ideal solubility of M(OH)2: 1.3572e-04 mol/L
Added salt 0.000 mol/L: total I 4.2761e-04 mol/L
  limiting-law s 1.4254e-04 mol/L, s/s_ideal 1.0502
  finite-size s 1.4235e-04 mol/L, s/s_ideal 1.0488
Added salt 0.001 mol/L: total I 1.4455e-03 mol/L
  limiting-law s 1.4852e-04 mol/L, s/s_ideal 1.0943
  finite-size s 1.4787e-04 mol/L, s/s_ideal 1.0895
Added salt 0.010 mol/L: total I 1.0519e-02 mol/L
  limiting-law s 1.7306e-04 mol/L, s/s_ideal 1.2751
  finite-size s 1.6810e-04 mol/L, s/s_ideal 1.2385
Dissolved metal at pH boundary: 1.0e-04 mol/L
Ideal boundary: pH 10.5000, [OH-] 3.1623e-04 mol/L
Boundary at total I 0.001 mol/L: pH 10.5325, shift 0.0325
  finite-size pH shift 0.0312
  [OH-] 3.5385e-04 mol/L, log10 shift 0.0488
  -log10[H+] 10.5163, shift 0.0163
  log10 concentration-product shift 0.0976
Boundary at total I 0.010 mol/L: pH 10.6029, shift 0.1029
  finite-size pH shift 0.0909
  [OH-] 4.5119e-04 mol/L, log10 shift 0.1544
  -log10[H+] 10.5515, shift 0.0515
  log10 concentration-product shift 0.3087
\end{verbatim}
